# Dipolar Forces and the Cube-Root Logarithm in Uniaxial Ferroelectrics, part 2

A rigid insulating crystal that polarizes only along $z$ is cooled towards a continuous ferroelectric transition. How does its heat capacity grow on the paraelectric side? The sample is short-circuited, without quenched disorder, and treated classically, in atomic units with Gaussian electrostatics. In this lead-in $T$ is the temperature.

The polarization $P$ has gradient energy $\frac\kappa2(\nabla P)^2$. With $\phi=P\sqrt{\kappa/k_BT}$, configurations have probability proportional to $e^{-S}$, where

$$S=\frac12\sum_{\mathbf q}\left[r_0+q^2+g^2\frac{q_z^2}{q^2}\right]|\phi_{\mathbf q}|^2+\frac u{4!}\int d^3x\,\phi^4 .$$

Here $r_0$ is the bare mass, $u>0$ the coupling, and $g^2=4\pi/\kappa$ sets the dipolar cost. This cost leaves a gap $g^2$ for longitudinal waves ($\mathbf q$ along $z$). The true inverse susceptibility of $\phi$ for long waves perpendicular to $z$ is $r$, which vanishes at the transition. Both $r_0$ and $r$ are inverse lengths squared; $g$ and $u$ are inverse lengths.

Soft waves lie nearly perpendicular to $z$. With $p$ the transverse part of $\mathbf q$, and $p\ll g$, their mean square amplitude is

$$G\simeq\frac1{r+p^2+g^2q_z^2/p^2}.$$

By power counting, three dimensions are marginal: the interaction neither grows nor fades at long scales. For a spherical cutoff $q<\Lambda\ll g$ and $r\ll\Lambda^2$, the loop integral $I=\int\frac{d^3q}{(2\pi)^3}G^2$ is

$$I\simeq K\left[\ln\frac\Lambda{\sqrt r}+\ln2-1\right],\qquad K=\frac1{8\pi g}.$$

One loop gives the effective vertex $\Gamma$ and the mass response:

$$\Gamma=u-\frac32u^2I,\qquad \frac{\partial r}{\partial r_0}=1-\frac u2I .$$

Let $f$ be the free energy density divided by $k_BT$; a Gaussian mode contributes $\tfrac12\ln G^{-1}$ to it. The quantity sought is $C=-\partial^2f/\partial r_0^2$, whose direct expansion is

$$C=\frac12I-\frac u4I^2+\dots$$

Since $I$ grows without bound as $r\to0$, this expansion eventually fails, and the repeated logarithms must be summed.

### One shell at a time

A single loop collects waves of all scales at once, each with the original coupling $u$. But a long wave does not feel the original coupling. It feels the coupling left after shorter waves have been averaged over. I therefore remove the waves in order, from large $p$ to small, and update the coupling after each step.

Let $l=\ln(\Lambda/p)$. A shell contains transverse wave numbers between $p$ and $p-dp$ and all $q_z$, so $dl=dp/p$ for positive $dp$. Its share of $I$ is

$$dI=\frac{p\,dp}{2\pi}\int_{-\infty}^{\infty}\frac{dq_z}{2\pi}\frac1{(A+Bq_z^2)^2},\qquad A=r+p^2,\quad B=\frac{g^2}{p^2}.$$

The infinite range is allowed because the integral converges at $q_z\sim p^2/g\ll\Lambda$. Its value is $\pi/(2A^{3/2}B^{1/2})$, hence

$$dI=\frac{p\,dp}{2\pi}\,\frac1{2\pi}\,\frac{\pi p}{2gA^{3/2}}=K\frac{p^2dp}{(r+p^2)^{3/2}} .$$

For $p\gg\sqrt r$ this is $K\,dl$: every factor of $e$ in scale contributes equally. For $p\ll\sqrt r$ it is negligible. The mass therefore stops the process near $p=\sqrt r$. The slope $K$ is the one found with a spherical cutoff. For $\Lambda\ll g$ the constant beside the logarithm is also the same, because the soft waves have $q\simeq p$. A gradual cutoff would change the constant but not the slope.

Use the dimensionless coupling $\lambda=uK$, with starting value $\lambda_0$. From here on $u$ without an argument is the starting coupling, and $u(l)=\lambda(l)/K$ is the coupling left at scale $l$. Applying the one-loop vertex correction to one shell gives

$$\frac{d\lambda}{dl}=-\frac32\lambda^2 .$$

Let $T(l)$ be the change in the mass at scale $l$ per unit change in $r_0$. The one-loop mass response gives

$$\frac{dT}{dl}=-\frac\lambda2T,\qquad T(0)=1 .$$

The shell also shifts the mass by an amount that survives at the transition. That shift moves the critical value $r_{0c}$ and hence the transition temperature. The distance from the transition is $t=r_0-r_{0c}$.

Could the shell also change $g$ or the gradient term? The mass correction with one vertex is a closed loop whose value does not depend on the outer wave vector, so it changes neither. With two vertices a dependence appears, at relative order $\lambda^2dl$. But the removed waves have $p$ well away from zero, where $q_z^2/p^2$ is smooth, so averaging over them produces analytic terms in the outer wave vector. It cannot produce the direction-dependent term $q_z^2/p^2$ at small wave number, and $g$ keeps its value relative to the field. The gradient term does change, but since $\int\lambda^2dl$ converges, as the solution below shows, the total change is of relative order $\lambda_0$ and carries no growing logarithm.

### Solving the flow

Dividing the first equation by $-\lambda^2$ gives $d(1/\lambda)/dl=3/2$, so

$$\lambda(l)=\frac{\lambda_0}{L(l)},\qquad L(l)=1+\frac32\lambda_0l .$$

The interaction weakens at long scales, but slowly. This weakening is what makes a low-order calculation reliable near the transition. It also gives $\int_0^\infty\lambda^2dl=\lambda_0^2\cdot2/(3\lambda_0)=2\lambda_0/3$, which is the convergence used above.

For the mass factor,

$$\ln T=-\frac12\int_0^l\frac{\lambda_0\,dl'}{1+\frac32\lambda_0l'}=-\frac13\ln L,\qquad T=L^{-1/3}.$$

The third comes from dividing the mass factor $\tfrac12$ by the vertex factor $\tfrac32$.

What do higher loops change? The next term in the coupling equation has the form $c\lambda^3$, with a number $c$. Then

$$\frac{d}{dl}\frac1\lambda=\frac32-c\lambda .$$

Inserting the leading solution on the right, $\int\lambda\,dl=\tfrac23\ln L$, so $L$ is changed by a term of order $\lambda_0\ln L$. Relative to $L$ this vanishes as $L$ grows. The exponent $\tfrac13$ is unaffected; amplitudes acquire corrections of relative order $\lambda_0$.

### Susceptibility

Stop the flow at $p=\sqrt r$, and from now on let $L$ mean its value there:

$$L=1+\frac32\lambda_0\ln\frac\Lambda{\sqrt r}=1+\frac{3u}{16\pi g}\ln\frac\Lambda{\sqrt r}.$$

The mass factor at this point is the response of the true inverse susceptibility, $dr/dt=L^{-1/3}$. To leading logarithm the integral is

$$r=t\,L^{-1/3}.$$

To see the size of what this integration drops, differentiate $t=rL^{1/3}$ using $dL/dr=-3\lambda_0/(4r)$:

$$\frac{dt}{dr}=L^{1/3}\left(1+\frac r{3L}\frac{dL}{dr}\right)=L^{1/3}\left(1-\frac{\lambda_0}{4L}\right).$$

The error of this step is of the order of the coupling at the stopping scale. The amplitude of $r$ also has the corrections of relative order $\lambda_0$ mentioned above, which do not fade as $L$ grows. The dielectric response to a long transverse field is $1/(\kappa r)$, where $\kappa$ is the gradient stiffness. It therefore grows as $t^{-1}$ times the cube root of a logarithm, slightly faster than the Curie–Weiss law. For $u\to0$, $L\to1$ and that law returns.

### Heat capacity

Each shell contributes $\tfrac12\ln G^{-1}$ per mode to $f$, and its mass changes by $T$ per unit change in $r_0$. Two derivatives give

$$dC=\frac12T^2dI=\frac K2T^2dl .$$

A further term comes from the second derivative of the shell's mass with respect to $r_0$. That derivative is generated by the interaction and is of order $\lambda T^2/p^2$. It multiplies $\int_{\text{shell}}G$, which is of order $Kp^2dl$. The result is smaller than the retained term by a factor $\lambda$, and is dropped at leading logarithm.

With $T^2=L(l)^{-2/3}$,

$$C=\frac K2\int_0^{\ln(\Lambda/\sqrt r)}\frac{dl}{(1+\frac32\lambda_0l)^{2/3}}
=\frac K2\cdot\frac2{3\lambda_0}\cdot3\left[L^{1/3}-1\right].$$

Since $K/\lambda_0=1/u$,

$$C=\frac1u\left[L^{1/3}-1\right].$$

This is the Larkin–Khmelnitskii result for the paraelectric side. Look at its two limits.

When the interaction has had little effect, write $L=1+x$ with $x=\tfrac32\lambda_0l\ll1$ and $l=\ln(\Lambda/\sqrt r)$. Then $L^{1/3}-1=x/3-x^2/9+\dots$, and

$$C=\frac{\lambda_0l}{2u}-\frac{\lambda_0^2l^2}{4u}+\dots=\frac12Kl-\frac u4K^2l^2+\dots$$

These are the terms $I/2$ and $-uI^2/4$ of the direct expansion, with $I\simeq Kl$. The heat capacity first grows as a plain logarithm, and the interaction bends it downwards.

Very close to the transition, $x\gg1$ and

$$C\simeq\frac1u\left(\frac{3u}{16\pi g}\ln\frac\Lambda{\sqrt r}\right)^{1/3}.$$

Because $\ln(1/\sqrt r)$ differs from $\tfrac12\ln(1/t)$ by terms that grow more slowly, this is the cube root of the logarithm of the distance from the transition. The cube root grows more slowly than the plain logarithm because the factor $T^2$ reduces the effect of temperature on the longest waves.

### A flow without expansion in the coupling

The formula keeps the leading logarithm at every step. To see what the dropped terms do, one can follow a whole potential $U(\phi)$ instead of a mass and one coupling. Let $\phi$ be constant while a shell is removed. The stiffness of a shell mode is then $p^2+U''+g^2q_z^2/p^2$, and the shell adds

$$dU=\frac12\,\frac{p\,dp}{2\pi}\int\frac{dq_z}{2\pi}\ln\left(p^2+U''+\frac{g^2q_z^2}{p^2}\right).$$

The derivative of the $q_z$ integral with respect to $A=p^2+U''$ is $\int dq_z/[2\pi(A+Bq_z^2)]=1/(2\sqrt{AB})$. The integral is therefore $\sqrt{A/B}=(p/g)\sqrt A$, apart from a term independent of $\phi$ and $r_0$. With $dp=p\,dl$,

$$\frac{dU}{dl}=\frac{p^3}{4\pi g}\sqrt{p^2+U''} .$$

To recover the earlier flow, let $m$ be the mass at scale $l$, put $U''=m+u(l)\phi^2/2$, and expand the square root. The second-order term is $-(U'')^2/(8p^3)$. Its $\phi^4$ part contributes $-u(l)^2/(128\pi g)$ to $dU/dl$, which equals $\tfrac1{24}du(l)/dl$, so $du(l)/dl=-\tfrac32Ku(l)^2$. Its $\phi^2$ part is $-m\,u(l)/(32\pi g)$, which equals $\tfrac12dm/dl$, so the mass changes by $-\tfrac12Ku(l)m$. Both agree with the one-loop equations.

The full square root also contains the gradual freezing of waves near $p=\sqrt r$ and the higher couplings that the shells generate. I solved it numerically for a potential kept through $\phi^6$, together with its first and second derivatives with respect to $r_0$. The initial coupling and the final mass are prescribed, and a collocation method solves the resulting boundary-value problem. The initial $\phi^6$ coupling is zero.

Compare three couplings at the same $L=25$. The formulas give $uC=25^{1/3}-1=1.924$ and $dr/dr_0=25^{-1/3}=0.342$. The deviations of the flow, relative to the formulas, are:

| $\lambda_0$ | $uC$ from the flow | deviation of $C$ | deviation of $dr/dr_0$ |
|---|---|---|---|
| 0.04 | 1.897 | −1.4 % | −1.6 % |
| 0.02 | 1.912 | −0.6 % | −0.7 % |
| 0.01 | 1.918 | −0.3 % | −0.4 % |

Halving the coupling roughly halves the deviation, as expected from corrections of relative order $\lambda_0$. The size of the deviations depends on where the potential is truncated: keeping $\phi^8$ as well changes the first row to $uC=1.907$, with deviations of −0.9 % and −1.2 %. At $\lambda_0=0.02$, an effective exponent taken from $1+uC$ between $L=10$ and $L=40$ is 0.330, close to one third.

These values of $L$ require logarithms in the hundreds or thousands, far outside any laboratory range. They serve to separate the exponent from its corrections. The potential flow neglects the wave-vector dependence of the vertices, so it supports the summation of leading logarithms but does not fix all the corrections of order $\lambda_0$.

### An example with round parameters

Take a model, not a named material, with $g=1$ and $\Lambda=0.1\ \text{bohr}^{-1}$, and $\lambda_0=0.1$. Then $\kappa=4\pi/g^2=12.6\ \text{bohr}^2$, $K=0.0398$ bohr, and

$$u=\frac{\lambda_0}K=\frac{0.1}{0.0398}=2.51\ \text{bohr}^{-1}.$$

Let $\vartheta$ be the temperature and $\tau=(\vartheta-\vartheta_c)/\vartheta_c$. The coupling $u$ is held at its value at $\vartheta_c$, so that $r_{0c}$ is a constant. Near the transition $t=\rho\tau$, with $\rho=\vartheta_c\,dr_0/d\vartheta$; choose $\rho=0.03\ \text{bohr}^{-2}$. The free energy per volume is $k_B\vartheta f$, and the heat capacity per volume is minus $\vartheta$ times its second temperature derivative. The most singular part arises when both derivatives act on $f$ through $r_0$:

$$c=k_B\vartheta_c^2\left(\frac{dr_0}{d\vartheta}\right)^2C=k_B\rho^2C .$$

At $\tau=10^{-4}$, $t=3\times10^{-6}\ \text{bohr}^{-2}$. The equations for $r$ and $L$ depend on each other and are solved by repeated substitution, which gives $r=2.55\times10^{-6}\ \text{bohr}^{-2}$. Then

$$L=1+0.15\ln\frac{0.1}{\sqrt{2.55\times10^{-6}}}=1+0.15\times4.14=1.62,$$

$$C=\frac{1.62^{1/3}-1}{2.51}=0.069\ \text{bohr}.$$

One Boltzmann constant per cubic bohr is $93.2\ \text{J K}^{-1}\text{cm}^{-3}$. Multiplying by $\rho^2=9\times10^{-4}\ \text{bohr}^{-4}$ and by $C$ gives $c=5.8\ \text{mJ K}^{-1}\text{cm}^{-3}$. The same steps at other temperatures give:

| $\tau$ | $L$ | $c$ in mJ K⁻¹ cm⁻³ |
|---|---|---|
| $10^{-2}$ | 1.27 | 2.8 |
| $10^{-4}$ | 1.62 | 5.8 |
| $10^{-6}$ | 1.97 | 8.5 |
| $10^{-8}$ | 2.32 | 10.8 |

Each row is a hundred times closer to the transition than the one before. A plain logarithm would add nearly equal amounts. Here the additions, taken before rounding, fall from 3.1 to 2.6 to 2.3, which is the bending caused by the interaction.

The bending is slow. $L=2$ requires $\ln(\Lambda/\sqrt r)=1/0.15=6.7$, which is reached at $\tau=7\times10^{-7}$. Even there $L$ is not large, so for this coupling a measurement would see a weakly curved logarithm and not a developed cube root.

The differences between rows mean more than the absolute values. The constant $\ln2-1=-0.31$ found beside the Gaussian logarithm would, without interaction, lower $C$ by about $0.006$ bohr, or $c$ by about $0.5\ \text{mJ K}^{-1}\text{cm}^{-3}$; with the interaction the shift falls from 0.44 in the first row to 0.29 in the last, which raises each addition by less than 0.1. The constant depends on how sharply the waves are cut off, and the smooth background of a crystal contains similar constants.

### Where the argument stops

The suppression needs $r+q^2\ll g^2$. If dipolar forces are weak, there is first a range where fluctuations behave as with short-range forces, and the logarithms begin once $\sqrt r$ has fallen below $g$.

The sample must be thick along $z$. At $p\sim\sqrt r$ the soft waves have $q_z\sim r/g$, so their length along the polar axis is of order $g/r$. In the example this is 0.02 mm at $\tau=10^{-4}$, 2 mm at $10^{-6}$ and 23 cm at $10^{-8}$. In a short-circuited plate of thickness $D$ the component $q_z$ takes the values $n\pi/D$, and the integral over $q_z$ holds only for $D\gg g/r$. For $D=1$ mm the sum over these values gives $I$ within one percent of the bulk value at $\tau=10^{-4}$, but 1.6 times that value at $10^{-6}$ and 56 times at $10^{-8}$. The last two rows of the example therefore do not describe a plate of that thickness.

Mobile charge changes the limit of small wave number. If it screens fields with inverse length $k_s$, the potential obeys an equation with $q^2+k_s^2$ in place of $q^2$, and the dipolar term becomes

$$g^2\frac{q_z^2}{q^2+k_s^2}.$$

For $q\ll k_s$ this is $(g^2/k_s^2)q_z^2$, an ordinary anisotropic gradient energy. The longitudinal gap is gone and three dimensions are no longer marginal. The logarithmic range therefore requires $\sqrt r\gg k_s$.

The coupling $u$ must be positive. Coupling to strain in a compressible crystal can alter the effective interaction and even the order of the transition; the rigid model leaves it out. Below the transition a spontaneous polarization adds its own contribution to the heat capacity, so the amplitude found here belongs to the paraelectric side.
